**Strang splitting: commutator coefficients, oscillator frequency and stability limit**

The program examines the step U = exp(−iVτ/2) exp(−iTτ) exp(−iVτ/2) = exp(−iH̃τ), where T is the kinetic energy, V the potential, τ the time step and ħ = 1. The result under test is H̃ = T + V + τ²([V,[V,T]]/24 − [T,[T,V]]/12) + O(τ⁴), together with the oscillator frequency (2/τ) arcsin(ωτ/2) for ωτ < 2. Matrix logarithms for a random Hermitian pair give the fitted coefficients 0.0416667 and −0.0833333, and the program asserts that they agree with 1/24 and −1/12. Symbolic algebra asserts the differential form of both double commutators and their agreement with the expanded oscillator Hamiltonian. For a quantum pendulum, the program asserts that the ground-level shift follows the τ² formula and that the remainder falls by about 16 when τ is halved; the output shows 16.010. Wavepackets on a Fourier grid are asserted to follow the arcsine law at six time steps, and eigenstates of the closed H̃ to acquire the predicted phases. Further assertions cover bounded motion at ωτ = 1.9, quadratic growth of ⟨x²⟩ at 2.0, and exponential growth at 2.1 with conserved norm.

## Numerical check

```python
"""Strang splitting U = exp(-i V tau/2) exp(-i T tau) exp(-i V tau/2) = exp(-i Hmod tau).

Results under test (hbar = 1, T = p^2/2m, H = T + V):
  Hmod = H + tau^2 ( [V,[V,T]]/24 - [T,[T,V]]/12 ) + O(tau^4);
  oscillator V = m omega^2 x^2/2, z = omega tau < 2, theta = 2 arcsin(z/2):
  Hmod = (theta/sin theta) (T + (1 - z^2/4) V), frequency theta/tau;
  the motion is bounded for z < 2 and unbounded for z >= 2, U being always unitary.
Atomic units: mass in electron masses, energy in hartree, length in bohr.
"""
import numpy as np
import sympy as sp
from numpy.polynomial.hermite import hermval
from scipy.constants import physical_constants
from scipy.linalg import expm, logm
from scipy.optimize import brentq

CM = physical_constants["hartree-inverse meter relationship"][0] / 100
FS = physical_constants["atomic unit of time"][0] * 1e15


def commutator(a, b):
    return a @ b - b @ a


# --- Coefficients extracted from matrix logarithms of random Hermitian pairs
rng = np.random.default_rng(7)


def random_hermitian(size):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    a = a + a.conj().T
    return a / np.linalg.norm(a, 2)


T_mat, V_mat = random_hermitian(5), random_hermitian(5)


def scaled_correction(tau):
    half = expm(-0.5j * tau * V_mat)
    step = half @ expm(-1j * tau * T_mat) @ half
    return (1j * logm(step) / tau - T_mat - V_mat) / tau**2


tau_fit = 0.02
limit = (4 * scaled_correction(tau_fit / 2) - scaled_correction(tau_fit)) / 3
VVT = commutator(V_mat, commutator(V_mat, T_mat))
TTV = commutator(T_mat, commutator(T_mat, V_mat))
columns = np.column_stack([VVT.ravel(), TTV.ravel()])
fit = np.linalg.lstsq(columns, limit.ravel(), rcond=None)[0]
fit_residual = np.linalg.norm(columns @ fit - limit.ravel()) / np.linalg.norm(limit)
assert abs(fit[0] - 1 / 24) < 1e-6 and abs(fit[1] + 1 / 12) < 1e-6
assert fit_residual < 1e-5
print(f"Fitted coefficient of [V,[V,T]]: {fit[0].real:.7f}")
print(f"Fitted coefficient of [T,[T,V]]: {fit[1].real:.7f}")
print(f"Relative part outside these two commutators: {fit_residual:.1e}")

# --- Double commutators as differential operators on an arbitrary function
X, M, W, Z = sp.symbols("x m omega z", positive=True)
f, V_any = sp.Function("f")(X), sp.Function("V")(X)


def kinetic(g):
    return -sp.diff(g, X, 2) / (2 * M)


def op_commutator(a, b):
    return lambda g: a(b(g)) - b(a(g))


def double_commutators(potential):
    def v(g):
        return potential * g
    vvt = op_commutator(v, op_commutator(v, kinetic))(f)
    ttv = op_commutator(kinetic, op_commutator(kinetic, v))(f)
    return vvt, ttv


vvt_f, ttv_f = double_commutators(V_any)
ttv_claim = (sp.diff(sp.diff(V_any, X, 2) * sp.diff(f, X), X)
             + sp.diff(V_any, X, 4) * f / 4) / M**2
assert sp.simplify(sp.expand(vvt_f + sp.diff(V_any, X)**2 * f / M)) == 0
assert sp.simplify(sp.expand((ttv_f - ttv_claim).doit())) == 0

# --- Closed oscillator generator, expanded, against the commutator correction
theta_over_z = sp.expand(2 * sp.series(sp.asin(Z / 2), Z, 0, 8).removeO() / Z)
inverse_root = sp.series((1 - Z**2 / 4)**sp.Rational(-1, 2), Z, 0, 7).removeO()
kin_factor = sp.expand(theta_over_z * inverse_root)
pot_factor = sp.expand(kin_factor * (1 - Z**2 / 4))
kin2, pot2 = kin_factor.coeff(Z, 2), pot_factor.coeff(Z, 2)
V_osc = M * W**2 * X**2 / 2
vvt_o, ttv_o = double_commutators(V_osc)
difference = vvt_o / 24 - ttv_o / 12 - W**2 * (kin2 * kinetic(f) + pot2 * V_osc * f)
assert sp.simplify(sp.expand(difference)) == 0
print(f"Oscillator z^2 coefficients: kinetic {kin2}, potential {pot2}")
print(f"Frequency ratio series: z^2 {theta_over_z.coeff(Z, 2)}, "
      f"z^4 {theta_over_z.coeff(Z, 4)}")

# --- Pendulum V = -4 cos x, m = 1, in plane waves exp(i k x)
k_ring = np.arange(-12, 13)
size = len(k_ring)
T_ring = np.diag(k_ring**2 / 2.0)
V_ring = -2.0 * (np.eye(size, k=1) + np.eye(size, k=-1))
V1_squared = 8 * np.eye(size) - 4 * (np.eye(size, k=2) + np.eye(size, k=-2))
momentum = np.diag(k_ring.astype(float))
correction = (momentum @ (-V_ring) @ momentum / 12 - V_ring / 48 - V1_squared / 24)
levels, states = np.linalg.eigh(T_ring + V_ring)
ground = states[:, 0]
slope = ground @ correction @ ground


def strang_ground_energy(tau):
    half = expm(-0.5j * tau * V_ring)
    values, vectors = np.linalg.eig(half @ expm(-1j * tau * T_ring) @ half)
    chosen = np.argmax(abs(ground @ vectors))
    return -np.angle(values[chosen]) / tau


print(f"Pendulum ground energy of H: {levels[0]:.8f} hartree")
remainders = []
for tau in (0.04, 0.02):
    shift = strang_ground_energy(tau) - levels[0]
    remainders.append(shift - slope * tau**2)
    assert abs(shift / (slope * tau**2) - 1) < 0.02
    print(f"Pendulum tau={tau} a.u.: shift {shift:.6e}, "
          f"formula {slope * tau**2:.6e} hartree")
remainder_ratio = remainders[0] / remainders[1]
assert abs(remainder_ratio - 16) < 0.8
print(f"Pendulum remainder ratio on halving tau: {remainder_ratio:.3f}")

# --- Oscillator wavefunctions on a Fourier grid
mass, omega = 2000.0, 0.01
length = 1 / np.sqrt(mass * omega)
points = 2**15
dx = 400 * length / points
x = (np.arange(points) - points // 2) * dx
k = 2 * np.pi * np.fft.fftfreq(points, dx)


def normalized(psi):
    return psi / np.sqrt(np.sum(abs(psi)**2) * dx)


def moment(psi, power):
    return np.sum(abs(psi)**2 * x**power) * dx


def propagate(psi, tau, steps):
    kick = np.exp(-0.25j * mass * omega**2 * x**2 * tau)
    drift = np.exp(-0.5j * k**2 * tau / mass)
    history = [psi]
    for _ in range(steps):
        psi = kick * np.fft.ifft(drift * np.fft.fft(kick * psi))
        history.append(psi)
    return history


def modified_frequency(tau):
    return 2 / tau * np.arcsin(omega * tau / 2)


print(f"Oscillator: m={mass:.0f} electron masses, omega={omega} hartree "
      f"= {omega * CM:.2f} cm^-1")
print(f"Length 1/sqrt(m omega): {length:.5f} bohr")
print(f"Period: {2 * np.pi / omega:.2f} a.u. = {2 * np.pi / omega * FS:.3f} fs")
print(f"Stability limit 2/omega: {2 / omega:.1f} a.u. = {2 / omega * FS:.3f} fs")

displaced = normalized(np.exp(-(x - 3 * length)**2 / (2 * length**2)))
print("Frequencies in hartree: grid | arcsine law | omega(1+z^2/24)")
for tau in (10.0, 20.0, 50.0, 100.0, 150.0, 190.0):
    means = [moment(psi, 1) for psi in propagate(displaced, tau, 2)]
    measured = np.arccos((means[0] + means[2]) / (2 * means[1])) / tau
    exact = modified_frequency(tau)
    leading = omega * (1 + (omega * tau)**2 / 24)
    assert abs(measured / exact - 1) < 1e-8
    print(f"tau={tau:.0f} a.u., z={omega * tau:.1f}: {measured:.8f} | {exact:.8f} | "
          f"{leading:.8f}; shift {(measured - omega) * CM:.3f} cm^-1")
tau_one = brentq(lambda t: (modified_frequency(t) - omega) * CM - 1, 1, 100)
print(f"Step for a shift of 1 cm^-1: {tau_one:.3f} a.u. = {tau_one * FS:.4f} fs")

# --- Eigenfunctions and full phases of the closed modified Hamiltonian
worst = 0.0
for tau in (50.0, 100.0, 190.0):
    z = omega * tau
    width = mass * omega * np.sqrt(1 - z**2 / 4)
    for n in range(4):
        poly = hermval(np.sqrt(width) * x, [0] * n + [1])
        state = normalized(poly * np.exp(-width * x**2 / 2))
        after = propagate(state, tau, 1)[1]
        phase = np.exp(-1j * (n + 0.5) * modified_frequency(tau) * tau)
        worst = max(worst, np.sqrt(np.sum(abs(after - phase * state)**2) * dx))
assert worst < 1e-9
print(f"Largest eigenstate residual, n=0..3, z=0.5, 1.0, 1.9: {worst:.1e}")

# --- Below, at and above the stability limit, from the ground state of H
start = normalized(np.exp(-x**2 / (2 * length**2)))
start_x2 = moment(start, 2)
print(f"Initial <x^2>: {start_x2:.6f} bohr^2")

tau = 190.0
z = omega * tau
below = np.array([moment(psi, 2) for psi in propagate(start, tau, 200)])
angle = np.arange(201) * modified_frequency(tau) * tau
predicted = start_x2 * (np.cos(angle)**2 + np.sin(angle)**2 / (1 - z**2 / 4))
assert np.max(abs(below - predicted)) < 1e-8
print(f"z=1.9: largest <x^2> in 200 steps {below.max():.6f} bohr^2, "
      f"bound {start_x2 / (1 - z**2 / 4):.6f} bohr^2")

at_limit = np.array([moment(psi, 2) for psi in propagate(start, 200.0, 5)])
assert np.allclose(at_limit, start_x2 * (1 + 4 * np.arange(6)**2), rtol=1e-8)
print("z=2.0: <x^2> in bohr^2, steps 0-5:", " ".join(f"{v:.4f}" for v in at_limit))

tau = 210.0
unstable = propagate(start, tau, 5)
above = np.array([moment(psi, 2) for psi in unstable])
jumps = np.diff(above)
measured_rate = np.arccosh((jumps[4] + jumps[2]) / (2 * jumps[3]))
predicted_rate = 4 * np.arccosh(omega * tau / 2)
final_norm = moment(unstable[-1], 0)
assert abs(measured_rate - predicted_rate) < 1e-6
assert abs(final_norm - 1) < 1e-10
print("z=2.1: <x^2> in bohr^2, steps 0-5:", " ".join(f"{v:.4f}" for v in above))
print(f"z=2.1: growth exponent of <x^2> per step: grid {measured_rate:.6f}, "
      f"formula {predicted_rate:.6f}")
print(f"z=2.1: norm after 5 steps: {final_norm:.12f}")

print("all good")
```

Output:

```
Fitted coefficient of [V,[V,T]]: 0.0416667
Fitted coefficient of [T,[T,V]]: -0.0833333
Relative part outside these two commutators: 2.1e-08
Oscillator z^2 coefficients: kinetic 1/6, potential -1/12
Frequency ratio series: z^2 1/24, z^4 3/640
Pendulum ground energy of H: -3.03233493 hartree
Pendulum tau=0.04 a.u.: shift 2.201871e-04, formula 2.200564e-04 hartree
Pendulum tau=0.02 a.u.: shift 5.502226e-05, formula 5.501409e-05 hartree
Pendulum remainder ratio on halving tau: 16.010
Oscillator: m=2000 electron masses, omega=0.01 hartree = 2194.75 cm^-1
Length 1/sqrt(m omega): 0.22361 bohr
Period: 628.32 a.u. = 15.198 fs
Stability limit 2/omega: 200.0 a.u. = 4.838 fs
Frequencies in hartree: grid | arcsine law | omega(1+z^2/24)
tau=10 a.u., z=0.1: 0.01000417 | 0.01000417 | 0.01000417; shift 0.916 cm^-1
tau=20 a.u., z=0.2: 0.01001674 | 0.01001674 | 0.01001667; shift 3.674 cm^-1
tau=50 a.u., z=0.5: 0.01010721 | 0.01010721 | 0.01010417; shift 23.530 cm^-1
tau=100 a.u., z=1.0: 0.01047198 | 0.01047198 | 0.01041667; shift 103.587 cm^-1
tau=150 a.u., z=1.5: 0.01130749 | 0.01130749 | 0.01093750; shift 286.962 cm^-1
tau=190 a.u., z=1.9: 0.01319196 | 0.01319196 | 0.01150417; shift 700.554 cm^-1
Step for a shift of 1 cm^-1: 10.451 a.u. = 0.2528 fs
Largest eigenstate residual, n=0..3, z=0.5, 1.0, 1.9: 2.4e-15
Initial <x^2>: 0.025000 bohr^2
z=1.9: largest <x^2> in 200 steps 0.256403 bohr^2, bound 0.256410 bohr^2
z=2.0: <x^2> in bohr^2, steps 0-5: 0.0250 0.1250 0.4250 0.9250 1.6250 2.5250
z=2.1: <x^2> in bohr^2, steps 0-5: 0.0250 0.1466 0.7310 2.8350 10.2628 36.4448
z=2.1: growth exponent of <x^2> per step: grid 1.259699, formula 1.259699
z=2.1: norm after 5 steps: 1.000000000000
all good
```
